# Why Classical, Born and Exact Coulomb Scattering Agree Only in Three Dimensions: a program that tests the result

```python
# Scattering by V = alpha/r in d dimensions (Hartree units, mass 1, E = k^2/2).
# Symbols: eta = alpha/k, c = (d-1)/2, s = sin(theta/2), q = 2 k s.
# Result under test (differential cross sections, theta != 0):
#   classical |eta|^(2c)/(2ks^2)^(2c),  first Born Gamma(c)^2 eta^2/(2ks^2)^(2c),
#   exact |Gamma(c+i eta)/Gamma(i eta)|^2/(2ks^2)^(2c).
# All three agree for every eta only at d = 3; at d = 2 exact = eta tanh(pi eta)/(2ks^2),
# and the transport cross section is 2 pi eta tanh(pi eta)/k.
import numpy as np
import mpmath as mp
from math import pi, gamma, factorial
from scipy.integrate import solve_ivp, quad
from scipy.special import jv, yv, hankel1, eval_legendre
from scipy.constants import physical_constants as pc

BOHR_A = pc['Bohr radius'][0] * 1e10
HARTREE_EV = pc['Hartree energy in eV'][0]
I = mp.mpc(0, 1)

def geom(d, k, th): return (2 * k * np.sin(th / 2) ** 2) ** (-(d - 1.0))
def sig_cl(d, eta, k, th): return abs(eta) ** (d - 1) * geom(d, k, th)
def sig_born(d, eta, k, th): return (gamma((d - 1) / 2) * eta) ** 2 * geom(d, k, th)
def gamma_factor(d, eta):
    return abs(mp.gamma(mp.mpf(d - 1) / 2 + I * eta) / mp.gamma(I * eta)) ** 2
def sig_ex(d, eta, k, th): return float(gamma_factor(d, eta)) * geom(d, k, th)
def sig_2d(eta, k, th): return eta * np.tanh(pi * eta) / (2 * k * np.sin(th / 2) ** 2)

# ---- classical: Newton trajectories, finite-difference db/dtheta
def deflection(alpha, k, b, far=2000.0):
    v0 = np.sqrt(k * k - 2 * alpha / far)
    def rhs(t, y):
        r3 = (y[0] ** 2 + y[1] ** 2) ** 1.5
        return [y[2], y[3], alpha * y[0] / r3, alpha * y[1] / r3]
    sol = solve_ivp(rhs, [0, 2 * far / k], [-far, k * b / v0, v0, 0.0],
                    method='DOP853', rtol=1e-11, atol=1e-12)
    return abs(np.arctan2(sol.y[3, -1], sol.y[2, -1]))
for alpha, k, b in [(-1.0, 3.0, 1 / 9), (1.0, 1.0, 0.4), (-1.0, 1.0, 2.0)]:
    th = deflection(alpha, k, b)
    assert abs(b / (abs(alpha) / k ** 2 / np.tan(th / 2)) - 1) < 1e-6
    db = 1e-3 * b
    slope = 2 * db / abs(deflection(alpha, k, b + db) - deflection(alpha, k, b - db))
    for d in (2, 3, 4, 5):
        assert abs((b / np.sin(th)) ** (d - 2) * slope / sig_cl(d, alpha / k, k, th) - 1) < 1e-4
    if k == 3.0:
        traj_theta, traj_slope = th, slope

# ---- Born: Green function and Fourier transform by quadrature
mp.mp.dps = 30
gx, gw = np.polynomial.legendre.leggauss(12)
rq = (np.arange(2000)[:, None] + 0.5 + 0.5 * gx[None, :]).ravel()
wq = np.tile(0.5 * gw, 2000)
def fourier(d, q, mu):
    nu = d / 2 - 1
    return (2 * pi) ** (d / 2) * q ** (-nu) * np.sum(wq * np.exp(-mu * rq) * jv(nu, q * rq) * rq ** nu)
for d in (2, 3, 4, 5):
    k, eta, th = 1.0, 0.3, pi / 2
    c, nu, q = (d - 1) / 2, d / 2 - 1, 2 * k * np.sin(th / 2)
    green = lambda r: I / 4 * (k / (2 * mp.pi * r)) ** nu * mp.hankel1(nu, k * r)
    r1 = mp.mpf('1.3')
    assert abs(mp.diff(green, r1, 2) + (d - 1) / r1 * mp.diff(green, r1) + k * k * green(r1)) < 1e-15
    r0 = mp.mpf('1e-6')
    sphere = 2 * mp.pi ** (mp.mpf(d) / 2) / mp.gamma(mp.mpf(d) / 2)
    assert abs(sphere * r0 ** (d - 1) * mp.diff(green, r0) + 1) < 1e-9
    rf = 1e5
    far_amp = 0.25 * (k / (2 * pi * rf)) ** nu * abs(hankel1(nu, k * rf)) * rf ** c
    assert abs(far_amp / ((k / (2 * pi)) ** c / (2 * k)) - 1) < 1e-8
    f1, f2 = fourier(d, q, 0.04), fourier(d, q, 0.02)
    assert abs(f1 / ((4 * pi) ** c * gamma(c) / (q * q + 0.04 ** 2) ** c) - 1) < 1e-8
    unscreened = (4 * f2 - f1) / 3          # removes the mu^2 term, leaves order mu^4
    assert abs((far_amp * 2 * eta * k * unscreened) ** 2 / sig_born(d, eta, k, th) - 1) < 1e-5

# ---- exact wave solves the Schroedinger equation (Cartesian numerical Laplacian)
point = [mp.mpf(x) for x in ('0.7', '-0.4', '0.9', '0.3', '-1.1')]
for d in (2, 3, 4, 5):
    k, eta = mp.mpf('1.3'), mp.mpf('-0.7')
    def psi(x):
        r = mp.sqrt(sum(t * t for t in x))
        return mp.exp(I * k * x[0]) * mp.hyp1f1(-I * eta, mp.mpf(d - 1) / 2, I * k * (r - x[0]))
    x0 = point[:d]
    lap = sum(mp.diff(lambda t: psi([x0[j] + (t if j == i else 0) for j in range(d)]), 0, 2)
              for i in range(d))
    r = mp.sqrt(sum(t * t for t in x0))
    assert abs(lap + (k * k - 2 * eta * k / r) * psi(x0)) < 1e-15

# ---- incoming and outgoing coefficients extracted from the Taylor series
mp.mp.dps = 80
def connection(d, eta):
    a, c = -I * eta, mp.mpf(d - 1) / 2
    rows, vals = [], []
    for rho in (mp.mpf(60), mp.mpf('61.5')):
        x = I * rho
        term, tot = mp.mpc(1), mp.mpc(0)
        for n in range(330):
            tot += term
            term *= (a + n) * x / ((c + n) * (n + 1))
        ti, to, si, so = mp.mpc(1), mp.mpc(1), mp.mpc(0), mp.mpc(0)
        for n in range(40):
            si += ti
            so += to
            ti *= (a + n) * (a - c + 1 + n) / ((n + 1) * (-x))
            to *= (1 - a + n) * (c - a + n) / ((n + 1) * x)
        rows.append([rho ** (I * eta) * si, mp.exp(x) * rho ** (-I * eta - c) * so])
        vals.append(tot)
    det = rows[0][0] * rows[1][1] - rows[0][1] * rows[1][0]
    return ((vals[0] * rows[1][1] - vals[1] * rows[0][1]) / det,
            (rows[0][0] * vals[1] - rows[1][0] * vals[0]) / det)
closed = {2: lambda e: e * mp.tanh(mp.pi * e), 3: lambda e: e ** 2,
          4: lambda e: (mp.mpf(1) / 4 + e ** 2) * e * mp.tanh(mp.pi * e), 5: lambda e: e ** 2 + e ** 4}
table = {}
for d in range(2, 7):
    c = mp.mpf(d - 1) / 2
    for eta in (-mp.mpf(1) / 3, mp.mpf('0.05'), mp.mpf('1.2')):
        A, B = connection(d, eta)
        assert abs(A / (mp.gamma(c) * mp.exp(mp.pi * eta / 2) / mp.gamma(c + I * eta)) - 1) < 1e-15
        assert abs(B / A / (mp.exp(-I * mp.pi * c / 2) * mp.gamma(c + I * eta) / mp.gamma(-I * eta)) - 1) < 1e-15
        if d in closed:
            assert abs(abs(B / A) ** 2 / closed[d](eta) - 1) < 1e-15
        if d == 3:
            assert abs(B / A + eta * mp.gamma(1 + I * eta) / mp.gamma(1 - I * eta)) < 1e-15
        if eta < 0:
            table[d] = (float(abs(B / A) ** 2 / abs(eta) ** (2 * c)),
                        float(abs(B / A) ** 2 / (mp.gamma(c) * eta) ** 2))
    dev = [abs(x - 1) for x in table[d]]
    assert (max(dev) < 1e-12) if d == 3 else (min(dev) > 0.05)
    big, small = mp.mpf(200), mp.mpf('1e-4')
    assert abs(big ** 2 * (gamma_factor(d, big) / big ** (2 * c) - 1) - c * (c - 1) * (2 * c - 1) / 6) < 1e-3
    assert abs(gamma_factor(d, small) / (mp.gamma(c) * small) ** 2 - 1) < 1e-6
mp.mp.dps = 30
assert abs((1 - gamma_factor(2, 2) / 2) / (2 * mp.exp(-4 * mp.pi)) - 1) < 1e-4
e = mp.mpf('0.01')
assert abs((1 - gamma_factor(2, e) / (mp.pi * e * e)) / ((mp.pi * e) ** 2 / 3) - 1) < 1e-3

# ---- half-integer sum, its two limits, and the Poisson terms
for eta in (0.1, 1 / 3, 1.0):
    tot = mp.nsum(lambda m: eta ** 2 / (eta ** 2 + (m + 0.5) ** 2), [0, mp.inf])
    assert abs(tot / (pi * eta * np.tanh(pi * eta) / 2) - 1) < 1e-10
    assert abs(quad(lambda x: eta ** 2 / (eta ** 2 + x * x), 0, np.inf)[0] - pi * eta / 2) < 1e-7
    for n in (1, 2):
        ft = 2 * quad(lambda x: eta ** 2 / (eta ** 2 + x * x), 0, np.inf, weight='cos', wvar=2 * pi * n)[0]
        assert abs(ft - pi * eta * np.exp(-2 * pi * n * eta)) < 1e-7
assert abs(mp.nsum(lambda m: 1 / (m + 0.5) ** 2, [0, mp.inf]) - mp.pi ** 2 / 2) < 1e-10

# ---- Numerov partial waves for alpha exp(-r^2/R^2)/r; lam = |m| (d=2) or l+1/2 (d=3)
def smatrix(eta, k, R, lam):
    h, r0 = 0.025 / k, 2.0 / k
    N = int(round((5 * R - r0) / h)) + 1
    r = r0 + h * np.arange(N)
    start = np.ceil(np.maximum(0, lam / (4 * k) - r0) / h).astype(int)
    Q = (lam ** 2 - 0.25)[None, :] / r[:, None] ** 2 + (2 * eta * k * np.exp(-(r / R) ** 2) / r - k * k)[:, None]
    F = 1 - h * h * Q / 12
    F[np.arange(N)[:, None] < start[None, :]] = 1.0
    def frobenius(x):
        w = [(-(x / R) ** 2) ** j / float(factorial(j)) for j in range(36)]
        b = [np.ones_like(x)]
        for n in range(1, 70):
            t = 2 * eta * k * x * sum(w[j] * b[n - 1 - 2 * j] for j in range((n + 1) // 2))
            if n >= 2:
                t = t - (k * x) ** 2 * b[n - 2]
            b.append(t / (n * (n + 2 * lam)))
        return sum(b)
    u0 = frobenius(r[start])
    u1 = (r[start + 1] / r[start]) ** (lam + 0.5) * frobenius(r[start + 1])
    groups = {int(i): np.where(start == i)[0] for i in np.unique(start)}
    prev, cur = np.zeros_like(lam), np.zeros_like(lam)
    ia = N - 1 - int(round(pi / (2 * k * h)))
    for i in range(1, N - 1):
        g = groups.get(i - 1)
        if g is not None:
            prev[g], cur[g] = u0[g], u1[g]
        prev, cur = cur, ((12 - 10 * F[i]) * cur - F[i - 1] * prev) / F[i + 1]
        if i + 1 == ia:
            ua = cur.copy()
    size = np.abs(ua) + np.abs(cur)
    Ra, Rb = ua / size / np.sqrt(r[ia]), cur / size / np.sqrt(r[-1])
    num = Ra * jv(lam, k * r[-1]) - Rb * jv(lam, k * r[ia])
    den = Ra * yv(lam, k * r[-1]) - Rb * yv(lam, k * r[ia])
    return (den + 1j * num) / (den - 1j * num)
def amp2(S, k, th):
    m = np.arange(len(S))
    return np.cos(np.outer(th, m)) @ (np.where(m == 0, 1, 2) * (S - 1)) / np.sqrt(2 * pi * k)
def amp3(S, k, th):
    l = np.arange(len(S))
    return np.array([np.sum((2 * l + 1) * (S - 1) * eval_legendre(l, np.cos(t))) for t in th]) / (2j * k)
k = 3.0
ang2, ang3 = np.radians([90., 120., 150., 180.]), np.radians([90., 120., 150.])
worst, numerov = {}, {}
for kR in (30, 60):
    lmax, err = int(4.5 * kR), 0.0
    for eta in (-1 / 3, 1 / 3, 0.6, 0.01):
        S = smatrix(eta, k, kR / k, np.arange(lmax + 1.0))
        f = amp2(S, k, ang2)
        err = max(err, np.max(abs(abs(f) ** 2 / sig_2d(eta, k, ang2) - 1)))
        if kR == 60:   # screening error: ln(kR)/(kR)^2 for amplitudes, 1/(kR) for transport
            s2 = np.sin(ang2 / 2) ** 2
            shape = s2 ** -0.5 * np.exp(-1j * eta * np.log(s2))
            assert np.max(abs((f / f[0]) / (shape / shape[0]) - 1)) < 1e-2
            for m in (0, 1):
                assert abs(S[m + 1] / S[m] - (m + 0.5 + 1j * eta) / (m + 0.5 - 1j * eta)) < 5e-3
            grid = 2 * pi * np.arange(2048) / 2048
            tr_quad = 2 * pi * np.mean((1 - np.cos(grid)) * abs(amp2(S, k, grid)) ** 2)
            tr_sum = np.sum(abs(np.diff(np.append(S, 1.0))) ** 2) / k
            assert abs(tr_quad / tr_sum - 1) < 1e-8
            assert abs(tr_quad / (2 * pi * eta * np.tanh(pi * eta) / k) - 1) < 3e-2
            if eta == 0.01:
                assert np.max(abs(abs(f) ** 2 / sig_born(2, eta, k, ang2) - 1)) < 5e-3
            if eta < 0:
                numerov['2d'], numerov['tr'] = abs(f[0]) ** 2, tr_quad
    for eta in (-1 / 3, 0.6):
        f = amp3(smatrix(eta, k, kR / k, np.arange(lmax + 1.0) + 0.5), k, ang3)
        err = max(err, np.max(abs(abs(f) ** 2 / sig_cl(3, eta, k, ang3) - 1)))
        if kR == 60 and eta < 0:
            numerov['3d'] = abs(f[0]) ** 2
    worst[kR] = err
assert worst[60] < 1e-2 and worst[60] < 0.5 * worst[30]

# ---- worked example
alpha, th = -1.0, pi / 2
print(f"alpha = {alpha:.0f} hartree bohr, mass = 1, theta = {np.degrees(th):.0f} deg")
for k in (1.0, 3.0, 10.0):
    eta = alpha / k
    assert abs(sig_ex(2, eta, k, th) / sig_2d(eta, k, th) - 1) < 1e-12
    assert sig_ex(2, eta, k, th) < min(sig_cl(2, eta, k, th), sig_born(2, eta, k, th))
    print(f"k = {k:.0f} 1/bohr: E = {k*k/2:.2f} hartree, eta = {eta:.5f}")
    print(f"  pi|eta| = {pi*abs(eta):.5f}, tanh = {np.tanh(pi*abs(eta)):.5f}, b = {abs(eta)/k/np.tan(th/2):.5f} bohr")
    print(f"  2D classical {sig_cl(2,eta,k,th):.6f}, Born {sig_born(2,eta,k,th):.6f} bohr/rad")
    print(f"  2D exact {sig_ex(2,eta,k,th):.6f} bohr/rad = {sig_ex(2,eta,k,th)*BOHR_A:.6f} Angstrom/rad")
    print(f"  2D exact/classical {sig_ex(2,eta,k,th)/sig_cl(2,eta,k,th):.5f}, exact/Born {sig_ex(2,eta,k,th)/sig_born(2,eta,k,th):.5f}")
    print(f"  1-2exp(-2pi|eta|) = {1-2*np.exp(-2*pi*abs(eta)):.5f}, 1-(pi eta)^2/3 = {1-(pi*eta)**2/3:.5f}")
    print(f"  2D transport: cl {2*pi*abs(eta)/k:.5f}, Born {2*(pi*eta)**2/k:.5f}, exact {2*pi*eta*np.tanh(pi*eta)/k:.5f} bohr")
    print(f"  3D cl {sig_cl(3,eta,k,th):.4e}, Born {sig_born(3,eta,k,th):.4e}, exact {sig_ex(3,eta,k,th):.4e} bohr^2/sr")
kx = pi * abs(alpha)
ex = alpha / kx
assert abs(sig_born(2, ex, kx, th) / sig_cl(2, ex, kx, th) - 1) < 1e-12
print(f"crossover: |eta| = {abs(ex):.5f}, k = {kx:.5f} 1/bohr, E = {kx*kx/2:.4f} hartree = {kx*kx/2*HARTREE_EV:.2f} eV")
print(f"crossover: exact/(Born = classical) = {sig_ex(2,ex,kx,th)/sig_cl(2,ex,kx,th):.5f}")
print(f"trajectory k = 3, b = 1/9 bohr: theta = {np.degrees(traj_theta):.4f} deg, |db/dtheta| = {traj_slope:.6f} bohr/rad")
print(f"Numerov k = 3, R = {60/3:.0f} bohr: 2D at 90 deg {numerov['2d']:.6f} bohr/rad")
print(f"Numerov k = 3, R = {60/3:.0f} bohr: 2D transport {numerov['tr']:.5f} bohr")
print(f"Numerov k = 3, R = {60/3:.0f} bohr: 3D at 90 deg {numerov['3d']:.4e} bohr^2/sr")
print(f"largest relative screening error: kR = 30: {worst[30]:.2e}, kR = 60: {worst[60]:.2e}")
print("eta = -1/3, ratios from series-extracted coefficients (dimensionless):")
for d in range(2, 7):
    c = (d - 1) / 2
    print(f"  d = {d}: exact/classical {table[d][0]:.5f}, exact/Born {table[d][1]:.5f}, kappa {c*(c-1)*(2*c-1)/6+0.0:.4f}")
print("verified")
```

Output:

```
alpha = -1 hartree bohr, mass = 1, theta = 90 deg
k = 1 1/bohr: E = 0.50 hartree, eta = -1.00000
  pi|eta| = 3.14159, tanh = 0.99627, b = 1.00000 bohr
  2D classical 1.000000, Born 3.141593 bohr/rad
  2D exact 0.996272 bohr/rad = 0.527204 Angstrom/rad
  2D exact/classical 0.99627, exact/Born 0.31712
  1-2exp(-2pi|eta|) = 0.99627, 1-(pi eta)^2/3 = -2.28987
  2D transport: cl 6.28319, Born 19.73921, exact 6.25976 bohr
  3D cl 1.0000e+00, Born 1.0000e+00, exact 1.0000e+00 bohr^2/sr
k = 3 1/bohr: E = 4.50 hartree, eta = -0.33333
  pi|eta| = 1.04720, tanh = 0.78071, b = 0.11111 bohr
  2D classical 0.111111, Born 0.116355 bohr/rad
  2D exact 0.086746 bohr/rad = 0.045904 Angstrom/rad
  2D exact/classical 0.78071, exact/Born 0.74553
  1-2exp(-2pi|eta|) = 0.75371, 1-(pi eta)^2/3 = 0.63446
  2D transport: cl 0.69813, Born 0.73108, exact 0.54504 bohr
  3D cl 1.2346e-02, Born 1.2346e-02, exact 1.2346e-02 bohr^2/sr
k = 10 1/bohr: E = 50.00 hartree, eta = -0.10000
  pi|eta| = 0.31416, tanh = 0.30422, b = 0.01000 bohr
  2D classical 0.010000, Born 0.003142 bohr/rad
  2D exact 0.003042 bohr/rad = 0.001610 Angstrom/rad
  2D exact/classical 0.30422, exact/Born 0.96835
  1-2exp(-2pi|eta|) = -0.06698, 1-(pi eta)^2/3 = 0.96710
  2D transport: cl 0.06283, Born 0.01974, exact 0.01911 bohr
  3D cl 1.0000e-04, Born 1.0000e-04, exact 1.0000e-04 bohr^2/sr
crossover: |eta| = 0.31831, k = 3.14159 1/bohr, E = 4.9348 hartree = 134.28 eV
crossover: exact/(Born = classical) = 0.76159
trajectory k = 3, b = 1/9 bohr: theta = 90.0000 deg, |db/dtheta| = 0.111111 bohr/rad
Numerov k = 3, R = 20 bohr: 2D at 90 deg 0.086805 bohr/rad
Numerov k = 3, R = 20 bohr: 2D transport 0.54670 bohr
Numerov k = 3, R = 20 bohr: 3D at 90 deg 1.2361e-02 bohr^2/sr
largest relative screening error: kR = 30: 8.53e-03, kR = 60: 2.57e-03
eta = -1/3, ratios from series-extracted coefficients (dimensionless):
  d = 2: exact/classical 0.78071, exact/Born 0.74553, kappa 0.0000
  d = 3: exact/classical 1.00000, exact/Born 1.00000, kappa 0.0000
  d = 4: exact/classical 2.53732, exact/Born 1.07687, kappa 0.2500
  d = 5: exact/classical 10.00000, exact/Born 1.11111, kappa 1.0000
  d = 6: exact/classical 53.91809, exact/Born 1.13005, kappa 2.5000
verified
```
